# Slab and Rod Readings of Thermal Conductivity in Monoclinic Ga2O3: verification in Python

```python
# RESULT UNDER TEST
# A crystal with symmetric positive conductivity tensor k is cut as a prism along
# the unit vector n, with isothermal ends and insulated sides. Its reading is
#   k_eff = (heat flow) * length / (section * temperature drop).
# Wide slab: k_eff -> k_nn = n.k.n ; long rod: k_eff -> k_rod = 1/(n.k^-1.n).
# Always k_rod <= k_eff <= k_nn; the limits coincide only if n is a principal axis.
# Symbols: t = direction normal to n in the mirror plane of the monoclinic crystal,
# b = its unique axis, gap = k_nn - k_rod. The last tensor axis is always n.
import numpy as np
from scipy import constants
from scipy.integrate import quad, solve_bvp
from scipy.sparse import diags, kron, csr_matrix
from scipy.sparse.linalg import spsolve


def line_matrices(length, cells):
    """Linear elements on a line: mass, stiffness, and integral of phi_i' phi_j."""
    h = length / cells
    mass_diag = np.full(cells + 1, 2 * h / 3)
    stiff_diag = np.full(cells + 1, 2 / h)
    mass_diag[[0, -1]] /= 2
    stiff_diag[[0, -1]] /= 2
    slope_diag = np.zeros(cells + 1)
    slope_diag[0], slope_diag[-1] = -0.5, 0.5
    one = np.ones(cells)
    mass = diags([one * h / 6, mass_diag, one * h / 6], [-1, 0, 1])
    stiff = diags([-one / h, stiff_diag, -one / h], [-1, 0, 1])
    slope = diags([0.5 * one, slope_diag, -0.5 * one], [-1, 0, 1])
    return mass.tocsr(), stiff.tocsr(), slope.tocsr()


def solve_body(tensor, lengths, cells, drive_axis):
    """Conductance and field of a box: field 0 and 1 on the two driven faces,
    all other faces insulated."""
    dim = len(lengths)
    lines = [line_matrices(a, c) for a, c in zip(lengths, cells)]
    shape = tuple(c + 1 for c in cells)
    total = csr_matrix((int(np.prod(shape)), int(np.prod(shape))))
    for a in range(dim):
        for b in range(dim):
            product = csr_matrix(np.array([[1.0]]))
            for c in range(dim):
                mass, stiff, slope = lines[c]
                if a == b:
                    factor = stiff if c == a else mass
                elif c == a:
                    factor = slope
                elif c == b:
                    factor = slope.T
                else:
                    factor = mass
                product = kron(product, factor, format="csr")
            total = total + tensor[a, b] * product
    total = total.tocsr()
    index = np.arange(total.shape[0]).reshape(shape)
    low = index.take(0, axis=drive_axis).ravel()
    high = index.take(-1, axis=drive_axis).ravel()
    field = np.zeros(total.shape[0])
    field[high] = 1.0
    free = np.setdiff1d(index.ravel(), np.concatenate([low, high]))
    load = -(total @ field)[free]
    field[free] = spsolve(total[free][:, free].tocsc(), load,
                          permc_spec="MMD_AT_PLUS_A")
    return field @ (total @ field), field.reshape(shape)


def two_readings(tensor):
    """Slab and rod limits for n along the last axis, from the definition."""
    return tensor[-1, -1], 1 / np.linalg.inv(tensor)[-1, -1]


def plane_tensor(k_strong, k_weak, angle):
    """Tensor in axes (t, n); n lies at 'angle' from the stronger principal axis."""
    c, s = np.cos(angle), np.sin(angle)
    axes = np.array([[-s, c], [c, s]])
    return axes @ np.diag([k_strong, k_weak]) @ axes.T


def fade(x):
    return np.tanh(x) / x


def size_bounds(tensor, lengths):
    """Derived bounds on k_eff of a box; the tangential part of k.n is on axis 0."""
    k_nn, k_rod = two_readings(tensor)
    length = lengths[-1]
    inverse_column = np.linalg.inv(tensor)[:, -1]
    tilt = k_rod * inverse_column[:-1]
    rho = np.sqrt(np.sum((tilt * np.array(lengths[:-1])) ** 2) / 12)
    end_length = rho * np.sqrt(k_nn / (k_nn - k_rod))
    upper = k_rod + (k_nn - k_rod) * fade(length / (2 * end_length))
    excess = 1 / k_rod - 1 / k_nn
    edge_length = length * abs(tensor[0, -1]) / k_nn / np.sqrt(12 * k_rod * excess)
    lower = 1 / (1 / k_nn + excess * fade(lengths[0] / (2 * edge_length)))
    return lower, upper, end_length, edge_length


def bracket(tensor, width, length, short_cells=24):
    """Numerical bounds on k_eff of a rectangle: stream function, temperature."""
    h = min(width, length) / short_cells
    cells = (int(round(width / h)), int(round(length / h)))
    conductance, _ = solve_body(tensor, (width, length), cells, 1)
    resistance, _ = solve_body(tensor / np.linalg.det(tensor),
                               (width, length), cells, 0)
    return length / (width * resistance), conductance * length / width


# ---------- model crystal: rough size of beta-Ga2O3 near room temperature ----------
k_strong, k_weak, k_b = 16.0, 10.0, 25.0          # W/(m K)
angle = np.radians(35.0)
plane = plane_tensor(k_strong, k_weak, angle)
k_tt, k_nt = plane[0, 0], plane[0, 1]
k_nn, k_rod = two_readings(plane)
gap = k_nn - k_rod

# ---------- algebra against the matrix inverse ----------
assert abs(k_rod - (k_nn - k_nt**2 / k_tt)) < 1e-12 * k_nn
for trial_angle in np.linspace(0, np.pi, 37):
    a, r = two_readings(plane_tensor(k_strong, k_weak, trial_angle))
    law = 1 + np.sin(2 * trial_angle)**2 * (k_strong - k_weak)**2 / (4 * k_strong * k_weak)
    assert abs(a / r - law) < 1e-12

crystal = np.diag([k_strong, k_weak, k_b])
rng = np.random.default_rng(1)
directions = rng.normal(size=(40000, 3))
directions /= np.linalg.norm(directions, axis=1)[:, None]
slab_all = np.einsum("ia,ab,ib->i", directions, crystal, directions)
rod_all = 1 / np.einsum("ia,ab,ib->i", directions, np.linalg.inv(crystal), directions)
largest_ratio = (k_b + k_weak)**2 / (4 * k_b * k_weak)
sampled_ratio = np.max(slab_all / rod_all)
assert np.min(slab_all / rod_all) > 1 - 1e-12
assert largest_ratio * 0.999 < sampled_ratio < largest_ratio * (1 + 1e-12)
tilted_slab, tilted_rod = two_readings(plane_tensor(k_b, k_weak, np.pi / 4))
assert abs(tilted_slab / tilted_rod - largest_ratio) < 1e-12

# ---------- the two limits from solved temperature fields, plane case ----------
per_unit = 16
g5, _ = solve_body(plane, (1, 5), (per_unit, 5 * per_unit), 1)
g6, rod_field = solve_body(plane, (1, 6), (per_unit, 6 * per_unit), 1)
rod_from_fields = 1 / (1 / g6 - 1 / g5)
assert abs(rod_from_fields / k_rod - 1) < 1e-4
g5, _ = solve_body(plane, (5, 1), (5 * per_unit, per_unit), 1)
g6, slab_field = solve_body(plane, (6, 1), (6 * per_unit, per_unit), 1)
slab_from_fields = g6 - g5
assert abs(slab_from_fields / k_nn - 1) < 1e-4

middle, half = 3 * per_unit, per_unit // 2
axial = (rod_field[half, middle + 1] - rod_field[half, middle - 1]) * per_unit / 2
across = rod_field[-1, middle] - rod_field[0, middle]
assert abs(across / axial + k_nt / k_tt) < 2e-3     # oblique gradient in the rod
lateral = (slab_field[middle + 1, half] - slab_field[middle - 1, half]) * per_unit / 2
assert abs(lateral) < 2e-3                          # gradient along n in the slab

# ---------- the two limits in three dimensions, n on no symmetry element ----------
normal = np.ones(3) / np.sqrt(3)
side = crystal @ normal - (normal @ crystal @ normal) * normal
side /= np.linalg.norm(side)
frame = np.array([side, np.cross(normal, side), normal])
solid = frame @ crystal @ frame.T
solid_slab, solid_rod = two_readings(solid)
r3 = 1 / solve_body(solid, (1, 1, 3), (8, 8, 24), 2)[0]
r4 = 1 / solve_body(solid, (1, 1, 4), (8, 8, 32), 2)[0]
solid_rod_fields = 1 / (r4 - r3)
assert abs(solid_rod_fields / solid_rod - 1) < 3e-3
g = [solve_body(solid, (w, w, 1), (6 * w, 6 * w, 6), 2)[0] for w in (3, 4, 5)]
solid_slab_fields = (g[2] - 2 * g[1] + g[0]) / 2    # area term only
assert abs(solid_slab_fields / solid_slab - 1) < 3e-3
for box, cells in (((1, 1, 2), (10, 10, 20)), ((3, 3, 1), (24, 24, 8))):
    reading = solve_body(solid, box, cells, 2)[0] * box[2] / (box[0] * box[1])
    lower, upper, _, _ = size_bounds(solid, box)
    # tolerance: the smooth trial profile is only interpolated on the grid
    assert lower < reading < upper + 5e-3 * (solid_slab - solid_rod)

# ---------- finite-size bounds, mild and strong anisotropy ----------
table = []
for tensor in (plane, plane_tensor(30.0, 3.0, np.radians(25.0))):
    top, bottom = two_readings(tensor)
    for ratio in (0.1, 0.25, 1.0, 4.0, 20.0):
        lower, upper, end_length, edge_length = size_bounds(tensor, (ratio, 1.0))
        assert abs(end_length - ratio * np.sqrt(top / (12 * tensor[0, 0]))) < 1e-10
        assert abs(edge_length - np.sqrt(tensor[0, 0] / (12 * top))) < 1e-10
        from_flux, from_temperature = bracket(tensor, ratio, 1.0)
        slack = 5e-3 * (top - bottom)               # grid interpolation, as above
        assert lower - slack < from_flux <= from_temperature < upper + slack
        assert bottom < from_flux and from_temperature < top
        if tensor is plane:
            table.append((ratio, lower, from_flux, from_temperature, upper))

diagonal = plane_tensor(k_strong, k_weak, np.pi / 4)
square_reading = solve_body(diagonal, (1, 1), (64, 64), 1)[0]
square_mean = np.sqrt(np.prod(two_readings(diagonal)))
assert abs(square_reading / square_mean - 1) < 1e-3

# ---------- worked example and neglected effects ----------
drop, T0 = 2.0, 300.0                               # K
slab_L, slab_W = 0.5e-3, 10e-3                      # m
rod_L, rod_W = 2e-3, 0.2e-3                         # m
slab_power = k_nn * slab_W**2 * drop / slab_L
rod_power = k_rod * rod_W**2 * drop / rod_L
rod_cross_drop = abs(k_nt) / k_tt * drop / rod_L * rod_W
flux_tilt = np.degrees(np.arctan(abs(k_nt) / k_nn))
gradient_tilt = np.degrees(np.arctan(abs(k_nt) / k_tt))

h_rad = 4 * constants.Stefan_Boltzmann * T0**3      # black surface, upper limit
fin = np.sqrt(4 * h_rad / (k_rod * rod_W)) * rod_L
radiation_factor = fin / np.tanh(fin)
grid = np.linspace(0, 1, 41)
fin_solution = solve_bvp(lambda x, y: np.vstack([y[1], fin**2 * y[0]]),
                         lambda a, b: np.array([a[0] - 1, b[0]]),
                         grid, np.vstack([1 - grid, -np.ones_like(grid)]), tol=1e-8)
assert fin_solution.success
assert abs(-fin_solution.y[1, 0] / radiation_factor - 1) < 1e-6

contact_slab = slab_L * (1 / k_rod - 1 / k_nn)
off_cut = two_readings(plane_tensor(k_strong, k_weak, angle + np.radians(1)))[0]
mean_factor = quad(lambda T: T0 / T, T0 - drop / 2, T0 + drop / 2)[0] / drop
assert abs((mean_factor - 1) / ((drop / T0)**2 / 12) - 1) < 1e-3
T_hot = 400.0
hot_slab, hot_rod = two_readings(plane * T0 / T_hot)
uneven = plane_tensor(k_strong * (T0 / T_hot)**1.2, k_weak * T0 / T_hot, angle)
uneven_slab, uneven_rod = two_readings(uneven)
heat_capacity, sound_speed = 3e6, 4e3               # J/(m3 K), m/s, rough
free_path = 3 * k_nn / (heat_capacity * sound_speed)

print(f"Model principal values, mirror plane: {k_strong:.1f}, {k_weak:.1f} W/(m K)")
print(f"Model principal value along b: {k_b:.1f} W/(m K)")
print(f"Angle of n from stronger in-plane axis: {np.degrees(angle):.1f} deg")
print(f"k_nn, k_tt, k_nt: {k_nn:.4f}, {k_tt:.4f}, {k_nt:.4f} W/(m K)")
print(f"Slab limit k_nn: {k_nn:.4f} W/(m K)")
print(f"Rod limit 1/(k^-1)_nn: {k_rod:.4f} W/(m K)")
print(f"Gap: {gap:.4f} W/(m K); ratio slab/rod: {k_nn / k_rod:.4f}")
print(f"Slab limit from solved fields: {slab_from_fields:.4f} W/(m K)")
print(f"Rod limit from solved fields: {rod_from_fields:.4f} W/(m K)")
print(f"n at equal angles to all axes, slab: formula {solid_slab:.3f}, "
      f"fields {solid_slab_fields:.3f} W/(m K)")
print(f"n at equal angles to all axes, rod: formula {solid_rod:.3f}, "
      f"fields {solid_rod_fields:.3f} W/(m K)")
print("k_eff in W/(m K) against width/length:")
print("  W/L | derived lower | flux elements | temp. elements | derived upper")
for row in table:
    print("  {:5.2f} | {:.4f} | {:.4f} | {:.4f} | {:.4f}".format(*row))
print(f"Square, n at 45 deg: solved {square_reading:.4f}, "
      f"geometric mean {square_mean:.4f} W/(m K)")
print(f"Largest in-plane ratio (45 deg): "
      f"{np.divide(*two_readings(diagonal)):.4f}")
print(f"n midway between b and weak axis: slab {tilted_slab:.3f}, "
      f"rod {tilted_rod:.3f} W/(m K)")
print(f"Largest ratio over all n: formula {largest_ratio:.4f}, "
      f"sampled {sampled_ratio:.4f}")
print(f"Slab thickness, width: {slab_L * 1e3:.1f}, {slab_W * 1e3:.1f} mm")
print(f"Rod length, side: {rod_L * 1e3:.1f}, {rod_W * 1e3:.1f} mm")
print(f"Temperature drop: {drop:.1f} K about {T0:.0f} K")
print(f"Heat flow, square slab: {slab_power:.3f} W")
print(f"Heat flow, rod: {rod_power * 1e3:.4f} mW")
print(f"Tilt of flux from n in slab: {flux_tilt:.2f} deg")
print(f"Tilt of gradient from n in rod: {gradient_tilt:.2f} deg")
print(f"Temperature difference across rod: {rod_cross_drop * 1e3:.1f} mK")
print(f"Radiative coefficient, black surface: {h_rad:.2f} W/(m2 K)")
print(f"Radiation raises rod hot-end heat flow by: {100 * (radiation_factor - 1):.2f} %")
print(f"Contact resistance that hides the gap in slab: {contact_slab * 1e6:.2f} mm2 K/W")
print(f"Change of k_nn for 1 deg more tilt: {100 * (off_cut / k_nn - 1):.2f} %")
print(f"Shift of reading by 1/T law over the drop: {1e6 * (mean_factor - 1):.2f} ppm")
print(f"At {T_hot:.0f} K, common 1/T law: slab {hot_slab:.3f}, rod {hot_rod:.3f} W/(m K)")
print(f"At {T_hot:.0f} K, strong axis as T^-1.2: ratio {uneven_slab / uneven_rod:.4f}")
print(f"Rough heat capacity: {heat_capacity / 1e6:.1f} MJ/(m3 K); "
      f"sound speed: {sound_speed / 1e3:.1f} km/s")
print(f"Grey phonon mean free path: {free_path * 1e9:.1f} nm")
print(f"Mean free path / rod side: {free_path / rod_W:.1e}")
print("ALL CHECKS PASSED")
```

Output:

```
Model principal values, mirror plane: 16.0, 10.0 W/(m K)
Model principal value along b: 25.0 W/(m K)
Angle of n from stronger in-plane axis: 35.0 deg
k_nn, k_tt, k_nt: 14.0261, 11.9739, -2.8191 W/(m K)
Slab limit k_nn: 14.0261 W/(m K)
Rod limit 1/(k^-1)_nn: 13.3624 W/(m K)
Gap: 0.6637 W/(m K); ratio slab/rod: 1.0497
Slab limit from solved fields: 14.0261 W/(m K)
Rod limit from solved fields: 13.3624 W/(m K)
n at equal angles to all axes, slab: formula 17.000, fields 17.000 W/(m K)
n at equal angles to all axes, rod: formula 14.815, fields 14.815 W/(m K)
k_eff in W/(m K) against width/length:
  W/L | derived lower | flux elements | temp. elements | derived upper
   0.10 | 13.3697 | 13.3998 | 13.4001 | 13.4038
   0.25 | 13.4050 | 13.4565 | 13.4572 | 13.4660
   1.00 | 13.6803 | 13.7085 | 13.7112 | 13.7446
   4.00 | 13.9338 | 13.9416 | 13.9423 | 13.9928
  20.00 | 14.0075 | 14.0092 | 14.0093 | 14.0246
Square, n at 45 deg: solved 12.6494, geometric mean 12.6491 W/(m K)
Largest in-plane ratio (45 deg): 1.0562
n midway between b and weak axis: slab 17.500, rod 14.286 W/(m K)
Largest ratio over all n: formula 1.2250, sampled 1.2250
Slab thickness, width: 0.5, 10.0 mm
Rod length, side: 2.0, 0.2 mm
Temperature drop: 2.0 K about 300 K
Heat flow, square slab: 5.610 W
Heat flow, rod: 0.5345 mW
Tilt of flux from n in slab: 11.36 deg
Tilt of gradient from n in rod: 13.25 deg
Temperature difference across rod: 47.1 mK
Radiative coefficient, black surface: 6.12 W/(m2 K)
Radiation raises rod hot-end heat flow by: 1.22 %
Contact resistance that hides the gap in slab: 1.77 mm2 K/W
Change of k_nn for 1 deg more tilt: -0.71 %
Shift of reading by 1/T law over the drop: 3.70 ppm
At 400 K, common 1/T law: slab 10.520, rod 10.022 W/(m K)
At 400 K, strong axis as T^-1.2: ratio 1.0381
Rough heat capacity: 3.0 MJ/(m3 K); sound speed: 4.0 km/s
Grey phonon mean free path: 3.5 nm
Mean free path / rod side: 1.8e-05
ALL CHECKS PASSED
```
